# Why plain Schroedinger-Poisson iteration oscillates, and how much mixing it needs

Take a semiconductor slab 30 nm thick, with \(10^{18}\) donors per cm³ and its two faces held at fixed potential. Guess a flat potential, solve the Schroedinger equation, fill the levels, put the resulting charge into the Poisson equation, and use the new potential as the next guess. The electron potential energy at the centre then runs through

\[
0,\; -0.009,\; 0.043,\; -0.135,\; 1.23,\; -0.204,\; 2.25,\; -0.204,\; 2.25\ \text{eV}.
\]

These values are for a finite-difference grid of 0.5 nm spacing; with a converged discretization the two large entries become 1.26 and 2.24 eV and the pattern is the same. The self-consistent value is about \(-0.0007\) eV. The first guess was nearly right, and the iteration threw it away. More iterations do not help, because the sequence has settled into a cycle of two wrong potentials. The cause is the slab's ability to screen.

## The model and one cycle of the iteration

The slab occupies \(0<z<L\) and is uniform in the plane. Electrons have effective mass \(m\), and the background permittivity is \(\epsilon\). The wavefunctions vanish at both faces. The potential energy \(U(z)=-e\phi(z)\) vanishes there too, as if each face touched a grounded plate. The Fermi level \(\mu\) is fixed, so the number of electrons can change. Electrons interact through the mean electrostatic (Hartree) potential alone; exchange and correlation are left out.

Each level \(E_i\) of the motion along \(z\), with real normalized wavefunction \(\psi_i\), is the bottom of a subband. Its density of states per area, spin included, is \(g=m/(\pi\hbar^2)\). Filling it gives the areal density

\[
f(E_i)=\int_{E_i}^{\infty}\frac{g\,d\varepsilon}{1+e^{(\varepsilon-\mu)/kT}}
= g\,kT\ln\!\left(1+e^{(\mu-E_i)/kT}\right),
\]

and the electron density is \(n(z)=\sum_i f(E_i)\,\psi_i(z)^2\). Differentiating the integral with respect to its lower limit gives

\[
f'(E)=-\frac{g}{1+e^{(E-\mu)/kT}}<0 .
\]

The charge density is \(e(N_D-n)\), so Poisson's equation reads \(\phi''=-e(N_D-n)/\epsilon\). Multiplying by \(-e\) gives

\[
-U''=\frac{e^2}{\epsilon}\,(n-N_D),\qquad
U=G\,(n-N_D),\qquad
G=\frac{e^2}{\epsilon}\left(-\frac{d^2}{dz^2}\right)^{-1}.
\]

With \(U=0\) at the faces, \(G\) has eigenfunctions \(\sin(q\pi z/L)\), \(q=1,2,\dots\), and eigenvalues \((e^2/\epsilon)(L/q\pi)^2\). It is symmetric and positive: added electrons raise \(U\).

One cycle is the map \(F(U)=G\,(n[U]-N_D)\). The solution \(U^*\) satisfies \(U^*=F(U^*)\).

## How the density answers a change of potential

Let \(U\) change by a small \(w(z)\), with matrix elements \(w_{ij}=\int\psi_i w\,\psi_j\,dz\). First-order perturbation theory gives

\[
\delta E_i=w_{ii},\qquad
\delta\psi_i=\sum_{j\ne i}\frac{w_{ij}}{E_i-E_j}\,\psi_j .
\]

The density changes through both the filling and the shape of each level:

\[
\delta n=\sum_i f'(E_i)\,w_{ii}\,\psi_i^2
+2\sum_{i\neq j}\frac{f_i\,w_{ij}}{E_i-E_j}\,\psi_i\psi_j ,
\qquad f_i=f(E_i).
\]

In the second sum, \(w_{ij}\psi_i\psi_j\) is unchanged when \(i\) and \(j\) are exchanged. Twice the sum therefore equals the sum plus its relabelled copy, and the coefficients combine:

\[
\frac{f_i}{E_i-E_j}+\frac{f_j}{E_j-E_i}=\frac{f_i-f_j}{E_i-E_j}.
\]

Hence \(\delta n=\chi_0 w\), with

\[
\chi_0(z,z')=\sum_{ij}\Delta_{ij}\,\psi_i(z)\psi_j(z)\psi_i(z')\psi_j(z'),\qquad
\Delta_{ij}=\frac{f_i-f_j}{E_i-E_j},\quad \Delta_{ii}=f'(E_i).
\]

Because \(f\) decreases with energy, every \(\Delta_{ij}\) is negative, and so

\[
\langle w|\chi_0|w\rangle=\sum_{ij}\Delta_{ij}\,w_{ij}^2<0\qquad (w\neq0).
\]

Electrons leave places where their potential energy is raised. This sign is the origin of the oscillation.

## The Jacobian is the dielectric matrix

The derivative of \(F\) is \(G\chi_0\). The derivative of the residual \(U-F(U)\), which the iteration tries to bring to zero, is

\[
\mathcal E=1-G\chi_0 .
\]

To see what \(\mathcal E\) means, apply a weak external potential \(w_{\rm ext}\). The total change \(w\) is the external part plus the potential of the displaced electrons, \(w=w_{\rm ext}+G\chi_0w\), so \(\mathcal E w=w_{\rm ext}\). This operator, a matrix on a grid, is the static dielectric matrix of the electrons in the Hartree approximation. It is taken relative to the background \(\epsilon\), for potentials uniform in the plane.

Although \(\mathcal E\) is not symmetric, it is similar to a symmetric operator:

\[
G^{-1/2}\,\mathcal E\,G^{1/2}=1+G^{1/2}(-\chi_0)\,G^{1/2}.
\]

The added term is positive, so the eigenvalues \(\lambda\) of \(\mathcal E\) are real and not less than 1. An external potential shaped like an eigenmode is reduced by the factor \(1/\lambda\).

Plain iteration tries to compute this reduction as a series. Repeating \(w\to w_{\rm ext}+G\chi_0w\) from \(w=0\), for an eigenmode with \(G\chi_0=-(\lambda-1)\), produces

\[
w=w_{\rm ext}\left[1-(\lambda-1)+(\lambda-1)^2-\dots\right].
\]

The wanted answer is \(w_{\rm ext}/\lambda\), which is small when screening is strong. The series alternates in sign, and it converges if \(\lambda<2\). Beyond that, each charge response overcorrects by more than the error it answers.

## The alternation survives at large errors

The sign rule does not depend on linearization. Let \(d_k=U_k-U^*\) be the error after \(k\) plain cycles. Integrating the density response along the straight path from \(U^*\) to \(U_k\) gives

\[
n[U_k]-n[U^*]=\int_0^1\chi_0[U^*+s\,d_k]\,d_k\,ds\equiv\bar\chi\,d_k .
\]

The donors cancel in \(F(U_k)-F(U^*)\), so \(d_{k+1}=G\bar\chi\,d_k\). Apply \(G^{-1}\) and take the product with \(d_k\). On the left, integrate by parts, using the fact that the errors vanish at the faces:

\[
\frac{\epsilon}{e^2}\int_0^L d_{k+1}'\,d_k'\,dz
=\langle d_k|G^{-1}|d_{k+1}\rangle
=\langle d_k|\bar\chi|d_k\rangle<0 .
\]

The average \(\bar\chi\) inherits the negative sign of \(\chi_0\). The electric fields of successive errors are therefore opposed on average, however large the errors are.

The same argument shows that there is one solution at most. If two existed, their difference \(d\) would obey \(d=G\bar\chi d\), hence \(\langle d|G^{-1}|d\rangle=\langle d|\bar\chi|d\rangle\). The left side is not negative and the right side is not positive, so \(d=0\). The two-cycle in the opening is thus a failure of the iteration, not a sign of two physical states.

## What linear mixing can tolerate

Linear mixing takes a fraction \(\alpha\) of the proposed step:

\[
U_{k+1}=U_k+\alpha\,[F(U_k)-U_k].
\]

Near the solution \(F(U_k)-U_k=-\mathcal E d_k\) to first order, so \(d_{k+1}=(1-\alpha\mathcal E)\,d_k\). Each eigenmode is multiplied by \(1-\alpha\lambda\). It shrinks if \(-1<1-\alpha\lambda<1\), that is, if \(0<\alpha<2/\lambda\). The largest eigenvalue sets the tightest limit:

\[
0<\alpha<\frac{2}{\lambda_{\max}} .
\]

Above the limit, a small error containing the worst mode grows with alternating sign. At the limit itself the first-order analysis does not decide.

The best fixed \(\alpha\) makes the two extreme modes shrink equally fast. Setting \(1-\alpha\lambda_{\min}=\alpha\lambda_{\max}-1\) gives

\[
\alpha_{\rm best}=\frac{2}{\lambda_{\min}+\lambda_{\max}},\qquad
|\text{factor}|=\frac{\lambda_{\max}-\lambda_{\min}}{\lambda_{\max}+\lambda_{\min}} .
\]

With \(\lambda_{\min}\approx1\) and \(\lambda_{\max}\gg1\), the logarithm of this factor is about \(-2/\lambda_{\max}\). Reducing the error by a factor \(e\) then takes about \(\lambda_{\max}/2\) steps.

The limit is local. Far from the solution, the same path average gives \(d_{k+1}=(1-\alpha\bar{\mathcal E})d_k\), with \(\bar{\mathcal E}=1-G\bar\chi\). If \(\Lambda\) bounds the dielectric eigenvalues at all potentials on the paths traversed, then \(\alpha<2/\Lambda\) makes the field energy of the error fall at every step. A poor starting guess can make \(\Lambda\) larger than \(\lambda_{\max}\) at the solution, and the safe \(\alpha\) correspondingly smaller.

## Why size makes it worse

Suppose the slab is wide and \(w\) varies slowly compared with the electron wavelength. Raising \(U\) locally then acts like lowering \(\mu\) locally, so \(\chi_0w\approx-(dn/d\mu)\,w\), with the bulk derivative. The eigenvalue equation \(\mathcal E w=\lambda w\) becomes

\[
G\,\frac{dn}{d\mu}\,w=(\lambda-1)\,w .
\]

Applying \(-d^2/dz^2\) to both sides removes the inverse in \(G\):

\[
\kappa^2w=-(\lambda-1)\,w'',\qquad \kappa^2=\frac{e^2}{\epsilon}\frac{dn}{d\mu},
\]

where \(1/\kappa\) is the screening length. The modes are \(\sin(q\pi z/L)\), with

\[
\lambda_q=1+\left(\frac{\kappa L}{q\pi}\right)^2,\qquad
\lambda_{\max}\approx1+\left(\frac{\kappa L}{\pi}\right)^2 .
\]

The worst mode is one smooth arch across the device. A given error in charge density produces a potential proportional to \(L^2\), because the charge lies farther from the plates that fix the potential and there is more of it. This phenomenon, charge sloshing, belongs to long wavelengths. Refining the grid does not remove it.

In this estimate plain iteration fails once \(\lambda_{\max}>2\), which means \(L>\pi/\kappa\).

## The 30 nm slab in numbers

The numbers below are for the same 0.5 nm grid (0.25 nm for the thin layer further on), so a last digit can move when the grid is refined. The parameters are round model values: \(m=0.1\,m_e\), relative permittivity 10, \(T=300\) K. The Fermi level that makes the bulk neutral is \(\mu=0.0173\) eV, and the screening length is 4.52 nm. Plain iteration should therefore fail above about \(\pi\times4.52=14.2\) nm. For \(L=30\) nm,

\[
\lambda_{\max}\approx1+\left(\frac{30}{\pi\times4.521}\right)^2=5.46 .
\]

Diagonalizing the full dielectric matrix gives 5.50. The next estimate is \(1+4.46/4=2.12\), against 2.08 from the matrix. The numerical check also differentiates the complete nonlinear cycle by finite differences and finds the same matrix.

The mixing limit is \(2/5.504=0.363\). At 0.95 of this value the measured error factor per step is \(-0.900\); at 1.05 it is \(-1.100\). The best value, \(\alpha=0.308\), gives a factor of magnitude 0.692. Starting from the flat potential, the cautious choice \(\alpha=1/\lambda_{\max}=0.182\) comes within \(10^{-6}\) eV of the solution in 39 steps.

With \(\alpha=1\) the worst mode is multiplied by \(1-5.50=-4.50\) in the linear regime. The errors at the centre in the opening sequence alternate, but their ratios are not constant. A starting error need not be a single mode, and the later errors exceed \(kT=0.026\) eV, where linear response is no longer a safe guide.

The final two-cycle has a direct reading. At the high potential, 2.25 eV at the centre, the slab holds only of order \(10^{2}\) electrons per cm², against \(2.95\times10^{12}\) donors (the grid sum covers 29.5 nm). The next potential is that of practically bare donors,

\[
U(z)=-\frac{e^2N_D}{2\epsilon}\,z(L-z),
\]

a well that is 0.204 eV deep at the centre. Filling it at fixed \(\mu\) brings in about \(2.75\times10^{13}\) electrons per cm², about nine times the donor number. Their repulsion restores the high potential, and the slab empties again.

With the donor density kept at \(10^{18}\) cm⁻³, the size dependence is as follows.

| \(L\) (nm) | \(\lambda_{\max}\) | wide-slab estimate | limit on \(\alpha\) |
|---|---|---|---|
| 15 | 2.10 | 2.12 | 0.952 |
| 30 | 5.50 | 5.46 | 0.363 |
| 60 | 18.9 | 18.8 | 0.106 |
| 120 | 72.4 | 72.4 | 0.028 |

Plain iteration fails in all four, narrowly at 15 nm. From 60 to 120 nm, \(\lambda_{\max}-1\) grows as \(L\) to the power 2.00.

## When density makes it worse, and when it hardly does

Density enters through \(dn/d\mu\), the readiness of the electron gas to take in charge. In a dilute bulk gas \(n\propto e^{\mu/kT}\), so \(dn/d\mu=n/kT\) and \(\kappa^2\propto n\). In a cold dense gas \(n\propto\mu^{3/2}\), so \(dn/d\mu=3n/(2\mu)\propto n^{1/3}\). The growth continues but slows down.

For \(L=30\) nm, donor densities of \(10^{17}\), \(10^{18}\) and \(10^{19}\) cm⁻³ give \(\lambda_{\max}=1.60\), 5.50 and about 15. Plain iteration converges in the first case, from a small initial error, and fails in the other two.

A thin cold layer with one filled subband behaves differently. There \(f_1=g(\mu-E_1)\), so \(df_1/d\mu=g\) does not depend on the density. In a 10 nm layer at 10 K, choose donors that copy the electron density, so that the potential stays flat and the wavefunctions do not change. Tripling the electrons from \(1.25\times10^{12}\) to \(3.76\times10^{12}\) cm⁻² raises \(\lambda_{\max}-1\) from 1.12 to 1.14. The small rise comes from the terms \(f_1/(E_1-E_j)\) in \(\chi_0\), which describe distortion of the wavefunction and are proportional to the density. The second subband begins to fill at \(g(E_2-E_1)\approx4.7\times10^{12}\) cm⁻². Its term \(f'(E_2)\) opens a second channel for charge, and \(\lambda_{\max}-1\) jumps from about 1.15 at \(4.5\times10^{12}\) cm⁻² to about 1.85 at \(5.1\times10^{12}\) cm⁻². After that it again rises slowly, to 1.87 at \(8.88\times10^{12}\) cm⁻².

## What the result suggests, and where it stops

A small \(\alpha\) tames the long-wavelength mode at the price of slowing every mode with \(\lambda\) near 1. The cure is to treat the modes differently. Newton's method replaces the number \(\alpha\) by \(\mathcal E^{-1}\); near the solution the new error is \(d-\mathcal E^{-1}\mathcal E d=0\) to first order. An approximate inverse built from the wide-slab response can serve the same purpose where that response is accurate.

The proof used a fixed Fermi level, a filling that decreases with energy, and a positive \(G\). If the electron number is fixed instead, \(\mu\) moves with \(U\) and \(\chi_0\) acquires a further term. If an exchange-correlation potential is added, the interaction is no longer \(G\) alone, and the bound \(\lambda\ge1\) does not follow from this argument. The \(L^2\) law also assumes that mobile charge fills the space between the fixed-potential faces.

## Computed values

```
mass 0.1 m_e, rel. permittivity 10.0, T 300.0 K
kT = 0.02585 eV
main device: L = 30.0 nm, donors = 1e+18 cm^-3
Fermi level mu = 0.01730 eV
screening length 1/kappa = 4.521 nm
converged U at centre = -0.00065 eV
max |finite-diff. Jacobian - formula| = 2.8e-10
smallest eigenvalue = 1.00000
three largest = 5.5038, 2.0826, 1.4367
overlap of worst mode with sin(pi z/L) = 1.0000
critical alpha = 0.3634, best alpha = 0.3075
factor at 0.95 critical: measured -0.9000, formula -0.9000
factor at 1.05 critical: measured -1.1000, formula -1.1000
|factor| at best alpha: measured 0.6925, formula 0.6925
plain iteration, U at centre (eV), steps 0-4 then 5-8:
  0.0000, -0.0090, 0.0434, -0.1351, 1.2297
  -0.2036, 2.2519, -0.2036, 2.2519
two-cycle, U at centre: -0.2036 and 2.2519 eV
electrons in the low-U state = 2.755e+13 cm^-2
electrons in the high-U state = 1.652e+02 cm^-2
donors in the slab = 2.950e+12 cm^-2
alpha = 1/lam_max = 0.1817: 39 steps to 1e-6 eV
size scan, donors 1e18 cm^-3: L, lam_max, wide-slab, 2/lam_max
  15 nm: 2.100, 2.115, 0.9523; plain fails
  30 nm: 5.504, 5.461, 0.3634; plain fails
  60 nm: 18.880, 18.846, 0.1059; plain fails
  120 nm: 72.416, 72.383, 0.0276; plain fails
power of L in lam_max - 1, 60 to 120 nm = 1.998
density scan, L = 30 nm: donors, lam_max, wide-slab, 2/lam_max
  1e+17 cm^-3: 1.602, 1.611, 1.2483; plain converges
  3e+17 cm^-3: 2.697, 2.691, 0.7417; plain fails
  1e+18 cm^-3: 5.504, 5.461, 0.3634; plain fails
  3e+18 cm^-3: 9.697, 9.641, 0.2063; plain fails
  1e+19 cm^-3: 15.387, 15.311, 0.1300; plain fails
power of n in kappa^2 at 1e15 cm^-3 = 0.9996
power of n in kappa^2 at 1e21 cm^-3 = 0.3334
10 nm layer at 10 K, flat potential: electrons, lam_max - 1
  1.253e+12 cm^-2, 1.1197; subbands 1
  3.760e+12 cm^-2, 1.1416; subbands 1
  8.878e+12 cm^-2, 1.8740; subbands 2
```
